# The Electric-Intensity Jump at a Silicon–Silica Slot Wall: verification in Python

```python
# Result under test: at a silicon/silica wall the normal electric field rises
# by R = (n_si/n_ox)^2 on entering silica, and its square by R^2 (about 34).
# If the field in silicon is tilted by theta from the normal, total |E|^2 rises
# by R^2 cos^2(theta) + sin^2(theta).
# Geometry: silica slot (width 2a) between two silicon rails (width w), silica
# outside, infinitely tall. x: wall normal, z: propagation, beta: propagation
# constant, k0: vacuum wavenumber. Lengths are in micrometres unless stated.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import diags, hstack, identity
from scipy.sparse.linalg import eigsh

n_si, n_ox = 3.48, 1.44
eps_si, eps_ox = n_si**2, n_ox**2
R = eps_si / eps_ox
wavelength, rail, slot = 1.55, 0.180, 0.050
k0 = 2 * np.pi / wavelength


def transverse(n_eff, k):
    kappa = k * np.sqrt(eps_si - n_eff**2)
    gamma = k * np.sqrt(n_eff**2 - eps_ox)
    return kappa, gamma


def effective_index(width, k=k0):
    """Fundamental mode with magnetic field H_y even about the slot centre."""
    def mismatch(n_eff):
        kappa, gamma = transverse(n_eff, k)
        q = R * gamma / kappa
        return (kappa * rail - np.arctan(q)
                - np.arctan(q * np.tanh(gamma * width / 2)))
    return brentq(mismatch, n_ox + 1e-9, n_si - 1e-9, xtol=1e-13)


def tilt_and_total_jump(width):
    n_eff = effective_index(width)
    _, gamma = transverse(n_eff, k0)
    theta = np.arctan(R * gamma * np.tanh(gamma * width / 2) / (n_eff * k0))
    return theta, R**2 * np.cos(theta)**2 + np.sin(theta)**2


def curl_solution(width, beta, graded=0.0, h=0.0005, extent=2.0):
    """Solve curl curl E = k^2 eps E on a staggered half-space grid.

    E_x sits in cells and E_z (times -i) on nodes. Continuity of normal D is
    not imposed. Symmetry and the remote outer wall set E_z = 0 at the ends.
    """
    count = round(extent / h)
    x = (np.arange(count) + 0.5) * h
    a = width / 2
    eps = np.where((x > a) & (x < a + rail), eps_si, eps_ox)
    if graded > 0:
        layer = np.abs(x - a) < graded / 2
        fraction = (x[layer] - a + graded / 2) / graded
        eps[layer] = eps_ox + fraction * (eps_si - eps_ox)
    eps_node = (eps[:-1] + eps[1:]) / 2
    derivative = diags([1.0, -1.0], [0, -1], shape=(count, count - 1)) / h
    curl = hstack([beta * identity(count), -derivative]).tocsc()
    scale = diags(1 / np.sqrt(np.concatenate([eps, eps_node])))
    matrix = (scale @ curl.T @ curl @ scale).tocsc()
    start = np.ones(matrix.shape[0])
    value, vector = eigsh(matrix, k=1, sigma=1.02 * k0**2, v0=start)
    field = scale @ vector[:, 0]
    ex, ez, hy = field[:count], field[count:], curl @ field
    left = round((a - graded / 2) / h)
    right = round((a + graded / 2) / h)

    def edge_values(f):
        return (1.5 * f[left - 1] - 0.5 * f[left - 2],
                1.5 * f[right] - 0.5 * f[right + 1])
    ex_ox, ex_si = edge_values(ex)
    hy_ox, hy_si = edge_values(hy)
    return dict(k=np.sqrt(value[0]), ex_ox=ex_ox, ex_si=ex_si,
                ez=ez[round(a / h) - 1], hy_ox=hy_ox, hy_si=hy_si,
                centre=ex[0])


# Compare formulas with the curl-equation solution for several slots.
widths = [0.010, 0.020, 0.050, 0.100]
table = []
for width in widths:
    n_eff = effective_index(width)
    theta, total_jump = tilt_and_total_jump(width)
    sol = curl_solution(width, n_eff * k0)
    normal_grid = (sol["ex_ox"] / sol["ex_si"])**2
    total_grid = ((sol["ex_ox"]**2 + sol["ez"]**2)
                  / (sol["ex_si"]**2 + sol["ez"]**2))
    power_grid = (sol["ex_ox"] * sol["hy_ox"]
                  / (sol["ex_si"] * sol["hy_si"]))
    centre_grid = (sol["centre"] / sol["ex_si"])**2
    _, gamma = transverse(n_eff, k0)
    centre_formula = R**2 / np.cosh(gamma * width / 2)**2
    assert abs(sol["k"] / k0 - 1) < 1e-4
    assert abs(normal_grid / R**2 - 1) < 1e-3
    assert abs(total_grid / total_jump - 1) < 2e-3
    assert abs(power_grid / R - 1) < 1e-3
    assert abs(centre_grid / centre_formula - 1) < 1e-3
    table.append((width, n_eff, theta, total_jump, normal_grid,
                  total_grid, power_grid, centre_formula))
jumps = [row[3] for row in table]
assert all(np.diff(jumps) < 0)
assert abs(tilt_and_total_jump(0.0001)[1] / R**2 - 1) < 0.01

# Absolute fields of the 50 nm slot, from the piecewise mode profile.
main = table[widths.index(slot)]
n_eff, theta, total_jump = main[1], main[2], main[3]
kappa, gamma = transverse(n_eff, k0)
a, b = slot / 2, slot / 2 + rail
A = np.cosh(gamma * a)
B = R * gamma / kappa * np.sinh(gamma * a)
H_outer = A * np.cos(kappa * rail) + B * np.sin(kappa * rail)


def profile(x):
    """Return H_y, its derivative per micrometre, and permittivity."""
    if x < a:
        return np.cosh(gamma*x), gamma*np.sinh(gamma*x), eps_ox
    if x < b:
        c, s = np.cos(kappa*(x - a)), np.sin(kappa*(x - a))
        return A*c + B*s, kappa*(-A*s + B*c), eps_si
    tail = H_outer * np.exp(-gamma * (x - b))
    return tail, -gamma * tail, eps_ox


Z0 = np.sqrt(const.mu_0 / const.epsilon_0)


def power_density(x):
    H, _, eps = profile(x)
    return 0.5 * Z0 * n_eff / eps * H**2


def energy_density(x):
    H, dH, eps = profile(x)
    ex, ez = Z0 * n_eff * H / eps, Z0 * dH / (k0 * eps)
    return 0.25 * (const.epsilon_0*eps*(ex**2 + ez**2) + const.mu_0*H**2)


def integrate_mode(density):
    limits = [0, a, b, b + 20 / gamma]
    return 2e-6 * sum(quad(density, lo, hi, epsabs=0, epsrel=1e-10)[0]
                      for lo, hi in zip(limits[:-1], limits[1:]))


power_unit = integrate_mode(power_density)
energy_unit = integrate_mode(energy_density)
dk = 1e-4 * k0
group_index = ((k0 + dk) * effective_index(slot, k0 + dk)
               - (k0 - dk) * effective_index(slot, k0 - dk)) / (2 * dk)
velocity_ratio = power_unit / energy_unit * group_index / const.c
assert abs(velocity_ratio - 1) < 1e-5

power, height = 10e-3, 220e-9
amplitude = np.sqrt(power / height / power_unit)
E_slot = amplitude * Z0 * n_eff * A / eps_ox
E_si_normal = E_slot / R
E_si_total = E_si_normal / np.cos(theta)
breakdown = 1e9                      # V/m, rough silica value
n2_si = 5e-18                        # m^2/W, rough silicon Kerr coefficient
local_intensity = 0.5 * const.c * const.epsilon_0 * n_si * E_si_total**2
kerr_dn = n2_si * local_intensity
kerr_change = (1 + kerr_dn / n_si)**4 - 1

# Heating and a graded wall.
heating, slope_si, slope_ox = 50.0, 1.8e-4, 1e-5  # K, 1/K, 1/K; rough
hot_jump = ((n_si + slope_si*heating) / (n_ox + slope_ox*heating))**4
layer = 0.002
soft = curl_solution(slot, n_eff * k0, graded=layer)
graded_jump = (soft["ex_ox"] / soft["ex_si"])**2
assert 0.95 < graded_jump / R**2 < 1.0
assert E_slot < 0.1 * breakdown
assert kerr_change < 1e-3

print(f"Silicon index: {n_si:.2f}; silica index: {n_ox:.2f} (no unit)")
print(f"Index ratio: {n_si/n_ox:.4f} (no unit)")
print(f"Permittivities, silicon and silica: {eps_si:.4f}, {eps_ox:.4f} (relative)")
print(f"Normal field jump R: {R:.4f} (ratio)")
print(f"Normal intensity jump R^2: {R**2:.3f} (ratio)")
print(f"Same jump in decibels: {10*np.log10(R**2):.2f} dB")
print(f"Energy-density jump, purely normal field: {eps_ox*R**2/eps_si:.4f} (ratio)")
print(f"Wavelength: {1e3*wavelength:.0f} nm; rail width: {1e3*rail:.0f} nm")
print(f"Slot width: {1e3*slot:.0f} nm")
print(f"Vacuum wavenumber k0: {k0:.4f} 1/um")
print(f"Effective index: {n_eff:.4f} (no unit)")
print(f"Propagation constant beta: {n_eff*k0:.4f} 1/um")
print(f"Silicon kappa: {kappa:.4f} 1/um; silica gamma: {gamma:.4f} 1/um")
print(f"gamma times half slot: {gamma*a:.4f} (no unit)")
print(f"tan(theta) in silicon at wall: {np.tan(theta):.4f} (no unit)")
print(f"Field angle in silicon at wall: {np.degrees(theta):.2f} degrees")
print(f"Total intensity jump, formula: {total_jump:.3f} (ratio)")
print(f"Normal intensity jump, curl equations: {main[4]:.3f} (ratio)")
print(f"Total intensity jump, curl equations: {main[5]:.3f} (ratio)")
print(f"Guided power-density jump, curl equations: {main[6]:.4f} (ratio)")
print(f"Slot-centre / silicon-wall normal intensity: {main[7]:.3f} (ratio)")
for row in table:
    print(f"Slot {1e3*row[0]:.0f} nm: index {row[1]:.4f}, angle "
          f"{np.degrees(row[2]):.2f} degrees, total jump {row[3]:.2f}")
print(f"Group index, fixed material indices: {group_index:.4f} (no unit)")
print(f"(Power/energy)/(group velocity): {velocity_ratio:.7f} (ratio)")
print(f"Power: {1e3*power:.0f} mW; nominal height: {1e9*height:.0f} nm")
print(f"Peak normal field, slot wall: {E_slot/1e8:.4f} MV/cm")
print(f"Peak normal field, silicon wall: {E_si_normal/1e8:.4f} MV/cm")
print(f"Rough silica breakdown field: {breakdown/1e8:.0f} MV/cm")
print(f"Slot field / breakdown field: {100*E_slot/breakdown:.3f} percent")
print(f"Rough silicon Kerr coefficient: {n2_si:.1e} m^2/W")
print(f"Kerr index change in silicon: {kerr_dn:.2e} (no unit)")
print(f"Kerr change of normal intensity jump: {100*kerr_change:.2e} percent")
print(f"Rough index slopes, Si and silica: {slope_si:.1e}, {slope_ox:.1e} 1/K")
print(f"Normal intensity jump after {heating:.0f} K heating: {hot_jump:.3f} (ratio)")
print(f"Heating change of jump: {100*(hot_jump/R**2-1):.2f} percent")
print(f"Graded wall thickness: {1e3*layer:.0f} nm")
print(f"Normal intensity jump across graded wall: {graded_jump:.3f} (ratio)")
print(f"Graded-wall change of jump: {100*(graded_jump/R**2-1):.2f} percent")
print("OK")
```

It prints:

```
Silicon index: 3.48; silica index: 1.44 (no unit)
Index ratio: 2.4167 (no unit)
Permittivities, silicon and silica: 12.1104, 2.0736 (relative)
Normal field jump R: 5.8403 (ratio)
Normal intensity jump R^2: 34.109 (ratio)
Same jump in decibels: 15.33 dB
Energy-density jump, purely normal field: 5.8403 (ratio)
Wavelength: 1550 nm; rail width: 180 nm
Slot width: 50 nm
Vacuum wavenumber k0: 4.0537 1/um
Effective index: 2.2735 (no unit)
Propagation constant beta: 9.2160 1/um
Silicon kappa: 10.6802 1/um; silica gamma: 7.1317 1/um
gamma times half slot: 0.1783 (no unit)
tan(theta) in silicon at wall: 0.7973 (no unit)
Field angle in silicon at wall: 38.57 degrees
Total intensity jump, formula: 21.241 (ratio)
Normal intensity jump, curl equations: 34.107 (ratio)
Total intensity jump, curl equations: 21.240 (ratio)
Guided power-density jump, curl equations: 5.8400 (ratio)
Slot-centre / silicon-wall normal intensity: 33.047 (ratio)
Slot 10 nm: index 2.6451, angle 12.42 degrees, total jump 32.58
Slot 20 nm: index 2.5057, angle 21.62 degrees, total jump 29.61
Slot 50 nm: index 2.2735, angle 38.57 degrees, total jump 21.24
Slot 100 nm: index 2.0933, angle 51.69 degrees, total jump 13.73
Group index, fixed material indices: 3.1269 (no unit)
(Power/energy)/(group velocity): 1.0000000 (ratio)
Power: 10 mW; nominal height: 220 nm
Peak normal field, slot wall: 0.1741 MV/cm
Peak normal field, silicon wall: 0.0298 MV/cm
Rough silica breakdown field: 10 MV/cm
Slot field / breakdown field: 1.741 percent
Rough silicon Kerr coefficient: 5.0e-18 m^2/W
Kerr index change in silicon: 3.36e-07 (no unit)
Kerr change of normal intensity jump: 3.86e-05 percent
Rough index slopes, Si and silica: 1.8e-04, 1.0e-05 1/K
Normal intensity jump after 50 K heating: 34.415 (ratio)
Heating change of jump: 0.90 percent
Graded wall thickness: 2 nm
Normal intensity jump across graded wall: 33.547 (ratio)
Graded-wall change of jump: -1.65 percent
OK
```
